Long-wavelength limit of metallic screening and the Fermi shift

Q. A linear-response calculation for a smeared metal uses two recipes. At finite q the chemical potential is fixed and the Coulomb kernel 4π/|q+G|² is kept whole. At q = 0 the G = 0 Coulomb term is deleted and the Fermi level is allowed to shift. Why should the first tend to the second?

A. At small q the macroscopic electrostatic potential takes over the role of the Fermi shift, with opposite sign. I use Hartree atomic units, static Kohn–Sham response and a kernel f_xc that stays finite at G = 0, as in the LDA. The perturbation is an external positive charge and the response is the electron number density:

δρ(r) = Σ_G δρ_G e^{i(q+G)·r},  δn(r) = Σ_G δn_G e^{i(q+G)·r}

The δρ_G are analytic in q. An electron feels the external potential energy −4πδρ_G/|q+G|². Components form vectors, ⟨a|b⟩ = Σ_G a_G* b_G, and |0⟩ is the unit vector on G = 0. A bar means that the G = 0 Coulomb term is removed: V̄_G = −4πδρ_G/|q+G|² for G ≠ 0, V̄₀ = 0, and K̄ is f_xc plus 4π/|q+G|² on the diagonal for G ≠ 0.

Q. Start lower. The independent-particle response has energy denominators that vanish as q → 0. Why does it have a limit at all?

A. Work in a fixed finite set of plane waves G. The density operator is f(H), with f a function of ε − μ. Let the contour C surround the spectrum and stay inside the strip where f is analytic, |Im z| < πkT for Fermi–Dirac. Then

f(H) = (2πi)⁻¹ ∮_C f(z) (z − H)⁻¹ dz

To first order δ(z − H)⁻¹ = (z − H)⁻¹ δV (z − H)⁻¹. Between eigenstates of energies a and b the two simple poles give

(2πi)⁻¹ ∮_C f(z) dz/[(z − a)(z − b)] = [f(a) − f(b)]/(a − b) ≡ D(a,b)

and the double pole at a = b gives D(a,a) = f′(a). The potential e^{i(q+G′)·r} connects k to k+q, and δn_G is the trace of the changed density operator with e^{−i(q+G)·r} per volume. With cell-normalized periodic parts u, cell volume Ω, N_k mesh points and a factor 2 for spin,

χ⁰_GG′(q) = (2/N_kΩ) Σ_k Σ_nm D(ε_nk, ε_m,k+q) (M^G_mn)* M^G′_mn

M^G_mn = ⟨u_m,k+q| e^{iG·r} |u_nk⟩

D is real, so χ⁰ is Hermitian. Before the residues are taken, each k term is a contour integral of a trace of (z − H_{k+q})⁻¹ and (z − H_k)⁻¹, where H_k acts on periodic functions and is a polynomial in k. On C the resolvents are never singular, so χ⁰(q) is analytic near q = 0, on any mesh and at band crossings too. The limit is the fixed-μ response with the intraband terms f′ included. Any smearing function analytic near the real axis serves. At zero smearing f jumps at μ. If the spectrum is continuous there, as in a metal with a dense mesh, the contour must cut through it and this argument is lost. On a finite mesh with discrete levels and none at μ, the contour can pass between them. The limit then exists but contains no intraband terms, so it is not the metallic one.

Q. What are the head and wings in that limit?

A. At q = 0 orthonormality gives M⁰_mn = δ_mn, so the column G′ = 0 keeps the intraband terms alone:

χ⁰_G0(0) = (2/N_kΩ) Σ_nk f′(ε_nk) ⟨u_nk|e^{−iG·r}|u_nk⟩ = −n_F(G)

Here n_F(r) = ∂n(r)/∂μ at frozen potential, and the sign follows from ∂f/∂μ = −f′. The head is χ⁰₀₀(0) = −N_F, the smeared density of states per volume, and Hermiticity gives χ⁰_0G(0) = −n_F(G)*. In vector form χ⁰|0⟩ = −|n_F⟩: raising the potential uniformly is the same as lowering μ.

Q. Write the q = 0 recipe in this language.

A. The cell average of the electrostatic potential is set to zero, so the self-consistent potential is δV = V̄ + K̄δn. The density responds to δV at fixed μ and to the shift of μ:

δn = χ⁰δV + δε_F |n_F⟩ = χ⁰(V̄ + K̄δn − δε_F|0⟩)  (1)

The shift is fixed by keeping the cell neutral, δn₀ = δρ₀. The G = 0 row of (1) reads δn₀ = −⟨n_F|δV⟩ + N_F δε_F, hence

δε_F = (δρ₀ + ⟨n_F|δV⟩)/N_F  (2)

Inserting (2) into (1) gives δn = χ^N δV + δρ₀|n_F⟩/N_F, with

χ^N = χ⁰ + |n_F⟩⟨n_F|/N_F

Its G = 0 column is −|n_F⟩ + |n_F⟩N_F/N_F = 0, as a fixed-number response requires. The condition is neutrality of the total charge. The electron number stays fixed when δρ₀ = 0, as for a displacement, and follows the ions otherwise.

Q. At finite q there is no Fermi shift to adjust. A displaced ion even has a bare G = 0 potential that grows like 1/q.

A. There is no first-order shift because e^{i(q+G)·r} integrates to zero over the crystal and changes no electron count. Two terms diverge, the external head −4πδρ₀/q² and the Hartree head +4πδn₀/q². Both multiply |0⟩, so they are added before any limit is taken:

φ(q) = (4π/q²)(δn₀ − δρ₀)

The full screened equation becomes the pair

δn = χ⁰(q)(V̄ + K̄δn + φ|0⟩)  (3)

δn₀ − δρ₀ = q²φ/4π  (4)

No coefficient in (3) and (4) is singular. Equation (3) is (1) with −δε_F replaced by φ, and (4) is the neutrality condition with an extra term in q².

Q. That term is negligible if φ stays finite, which is the thing to be proved.

A. The pair can be solved. Assume 1 − χ⁰K̄ is invertible at q = 0, hence near it, and define χ̄ = (1 − χ⁰K̄)⁻¹χ⁰. Moving χ⁰K̄δn to the left of (3) and inverting,

δn = χ̄V̄ + φ χ̄|0⟩  (5)

The G = 0 row is δn₀ = A + φχ̄₀₀ with A = ⟨0|χ̄V̄⟩. Equating it to δρ₀ + q²φ/4π from (4) and collecting φ,

φ(q) = (A − δρ₀)/(q²/4π − χ̄₀₀)  (6)

This holds at each q with no expansion. The same steps applied to (1) give δn = χ̄V̄ − δε_F χ̄|0⟩ and A − δε_F χ̄₀₀ = δρ₀, so

δε_F = (A − δρ₀)/χ̄₀₀,  all at q = 0  (7)

A, δρ₀ and χ̄ are analytic at q = 0, since they are built from χ⁰, f_xc and Coulomb terms with G ≠ 0. If χ̄₀₀(0) ≠ 0, the denominator of (6) tends to −χ̄₀₀(0), and from any direction

φ(q) → −δε_F

Then (5) tends to the q = 0 density, and (4) gives δn₀ − δρ₀ → −q²δε_F/4π → 0. The divergent head forces the net charge down like q², and the product of the two remains as the multiplier of the neutrality constraint.

Physically, a long wave divides the crystal into regions that each look uniformly perturbed. They share one μ, while the local average electrostatic energy moves by φ. The q = 0 recipe pins that average and moves μ. The difference between μ and the average changes by −φ in one description and by δε_F in the other.

Q. What is χ̄₀₀, and what counts as small q?

A. It is real because χ̄ is Hermitian: the identity χ⁰(1 − K̄χ⁰) = (1 − χ⁰K̄)χ⁰ gives χ̄ = χ⁰(1 − K̄χ⁰)⁻¹, which is the adjoint of the defining form. For its meaning, put V̄ = 0 at q = 0 and add electrons against a uniform compensating background. Then δn = −δε_F χ̄|0⟩, so −χ̄₀₀ = dn̄/dμ with exchange-correlation and local fields relaxed. With k_s² = −4πχ̄₀₀(0), the explicit q² term in (6) is a relative correction q²/k_s². The q dependence of A, δρ₀ and χ̄₀₀ brings other scales, which may matter sooner.

Q. How fast is the approach?

A. Analyticity gives an O(q) error for δn and φ in general. A real perturbation has δρ_G(−q) = δρ_{−G}(q)*, and with time-reversal symmetry and a mesh symmetric under k → −k the response obeys the same relation. So φ(−q) = φ(q)*: Re φ is even and approaches −δε_F as q², while Im φ is odd, of the form c·q at leading order with a constant vector c.

Q. I want a system where this can be followed in numbers.

A. Take a model layered metal of period L = 4 Å along z. Each cell holds two positive sheets of Gaussian profile with standard deviation w = 0.5 Å, σ₁ = 0.40 e/Å² at z = 0 and σ₂ = 0.20 e/Å² at τ = 1.6 Å. The mean electron density is 0.60/4 = 0.15 Å⁻³. Electrons feel Hartree plus Slater–Dirac LDA exchange, v_x = −(3n/π)^{1/3} and f_x = v_x/3n, without correlation. The smearing is Fermi–Dirac with kT = 0.2 eV, with 48 k_z points and 17 plane waves. Motion in the plane is free, so energies are ε_n(k_z) + k²/2, and the in-plane sum reduces to one integral. Write D(a,b) = ∫₀¹ f′(ta + (1−t)b) dt with a = ε_n + k²/2 and b = ε_m + (k+q_∥)²/2. Then

ta + (1−t)b = tε_n + (1−t)ε_m + k²/2 + (1−t)k·q_∥ + (1−t)q_∥²/2

Completing the square absorbs (1−t)²q_∥²/2 and leaves t(1−t)q_∥²/2:

ta + (1−t)b = s(t) + |k + (1−t)q_∥|²/2,  s(t) = tε_n + (1−t)ε_m + t(1−t)q_∥²/2

After shifting k, 2∫d²k/(2π)² becomes π⁻¹∫₀^∞ de, and ∫₀^∞ f′(s+e) de = −f(s). The pair weight is

−π⁻¹ ∫₀¹ f(s(t)) dt

evaluated by Gauss–Legendre quadrature. Displacing sheet 2 along z by u e^{iq·r_∥} e^{iq_z R} in the cell at R changes the charge by minus the z derivative of its profile. Per unit u, with Q = q_z + G,

δρ_G = −iQ (σ₂/L) e^{−Q²w²/2} e^{−iQτ}

The self-consistent ground state, found by diagonalization with Pulay density mixing, has density between 0.085 and 0.233 Å⁻³ and the Fermi level 10.70 eV above the band bottom. Summing over states gives N_F = 0.02109 eV⁻¹Å⁻³, and the first Fourier component of n_F is 0.098 of N_F. Matrix inversion gives −χ̄₀₀ = 0.032554 eV⁻¹Å⁻³, and a central difference of μ in cells charged up and down gives the same dn̄/dμ to these digits. This corresponds to k_s = 2.4271 Å⁻¹, k_s² = 5.891 Å⁻². The ratio to N_F is 1.54. In a uniform gas χ̄₀₀ = χ⁰₀₀/(1 − f_xχ⁰₀₀) = −N_F/(1 + f_xN_F), which a negative f_x enhances, so the direction is the expected one. The local-field share is not separated here.

For the displacement at q = 0, δρ₀ = 0 and the fixed-μ solution leaves A = −0.005556 Å⁻⁴. Equation (7) gives

δε_F = (−0.005556)/(−0.032554) = 0.1707 eV/Å = 0.003319 Ha/bohr

Equation (2) gives 0.170668 eV/Å, and so does a central difference of the Fermi level between self-consistent cells with the sheet moved up and down.

Q. And the finite-q side?

A. The linear system with the full kernel 4π/|q+G|² is solved directly. For q in the plane, listing q in Å⁻¹, φ in eV/Å and |δn₀ − δρ₀| in Å⁻⁴:

0.4: −0.167474, 1.481×10⁻⁴
0.2: −0.169968, 3.757×10⁻⁵
0.1: −0.170499, 9.422×10⁻⁶
0.05: −0.170626, 2.357×10⁻⁶

Here everything depends on q_∥² alone, so Im φ is both even and odd and vanishes, and the error of δn relative to its q = 0 value falls by a factor 4.000 from q = 0.002 to 0.001 Å⁻¹. Since 1/4π = −χ̄₀₀/k_s², the residual charge in (4) is (q/k_s)²(−χ̄₀₀)|φ|. At q = 0.1 Å⁻¹ this is (0.01/5.891)(0.032554)(0.170499) = 9.42×10⁻⁶ Å⁻⁴, some 600 times below |A|.

For q along z, listing q, Re φ and Im φ:

0.4: +0.251606, 0.572438
0.2: −0.052732, 0.341630
0.1: −0.140340, 0.175322
0.05: −0.163084, 0.087766

Between 0.002 and 0.001 Å⁻¹ the error of δn falls by 2.000 and that of Re φ by 4.000. The combination [8F(q) − 6F(2q) + F(4q)]/3 cancels linear and quadratic terms (8 − 12 + 4 = 0, 8 − 24 + 16 = 0). With q = 0.001 Å⁻¹ it gives φ = −0.170668 eV/Å along z, in the plane and at 45°. The slope Im φ/q is 1.7547 eV along z and 1.2408 eV at 45°, which is 1.7547 cos 45°, as c·q with c along z demands. The finite-q equations can also be bypassed: a six-cell supercell with sheet 2 displaced as cos(qR), q = 2π/24 Å = 0.2618 Å⁻¹, has Fourier components at q + G equal to half the linear amplitudes. Central differences of its net charge give φ = 0.02550 + 0.43083i eV/Å, the same digits as linear response.

Q. Along z the approach looks poor. At 0.2 Å⁻¹, q²/k_s² is 0.7 %, yet Re φ has lost two thirds of its limit.

A. Most of the deviation comes from the ionic head δρ₀ in the numerator of (6). From the table, Re φ + δε_F is 0.007584 eV/Å at 0.05 Å⁻¹ and 0.030328 eV/Å at 0.1 Å⁻¹, which is 3.03 eV Å times q². The explicit q² term supplies δε_F/k_s² = 0.1707/5.891 = 0.029 eV Å of this. The ionic head expands as

δρ₀ = −iqσ₂/L − q²σ₂τ/L + O(q³)

Dividing −δρ₀ by −χ̄₀₀ gives an imaginary slope (0.20/4)/0.032554 = 1.536 eV and a real coefficient 1.536 × 1.6 = 2.46 eV Å. The first is most of 1.7547 eV. The remaining 0.22 eV is the linear term of A, because the denominator is real and even. The second is most of 3.03 eV Å. The rest, 3.03 − 2.46 − 0.03 = 0.54 eV Å, comes from the q² terms of A and χ̄₀₀, which are not separated here. The large coefficient reflects the phase convention. Referring the phase to the sheet, u e^{iq(R+τ)}, multiplies φ by e^{iqτ} = 1 + iqτ − q²τ²/2 + …, and the q² coefficient of Re φ becomes

3.03 − 1.7547 × 1.6 + 0.1707 × 1.6²/2 = 0.44 eV Å

The limit is unchanged. The 1/q bare head has left a term of order q in φ: the ionic charge wave is cancelled by δn₀ up to (4).

Q. Try a perturbation that carries net charge, where the bare head grows like 1/q².

A. Raise σ₁. Per unit δσ₁, δρ_G = L⁻¹ e^{−Q²w²/2}, so δρ₀(0) = 0.25 Å⁻¹, and the q = 0 scheme has δn₀ = 0.25 Å⁻¹. Equation (2) gives δε_F = 7.125 eV Å², as does a central difference between neutral cells with σ₁ raised and lowered. In (7) the term −δρ₀/χ̄₀₀ is 0.25/0.032554 = 7.680 eV Å², and A/χ̄₀₀ supplies the remaining −0.55 eV Å². The extrapolated finite-q φ is −7.125 eV Å² in all three directions. Here δn₀ does not vanish: it screens δρ₀ completely in the limit.

Q. φ depends on a convention for the zero of potential. Does an observable converge?

A. Take the force constant per area, Φ. The sheets enter the free energy through the electrostatic term (L/2)Σ_G v_G|ρ_G − n_G|², v = 4π/G², G ≠ 0. The free energy is stationary in n, so its τ derivative is L Re Σ v (∂_τρ)*(ρ − n). Differentiating once more,

Φ = L Σ_G v δρ_G*(δρ_G − δn_G) + L Re Σ_G v (∂²_τρ_G)*(ρ_G − n_G)

At finite q the first sum uses v = 4π/|q+G|² and includes G = 0. The second, on-site, term couples the lattice-periodic part of the second-order charge to the ground-state potential and does not depend on q. The G = 0 term is

L δρ₀*(4π/q²)(δρ₀ − δn₀) = −L δρ₀* φ → 0

because δρ₀ = O(q) and φ is finite. Its bare ionic part alone is L(4π/q²)|δρ₀|² → 4πσ₂²cos²θ/L, with θ the angle of q to z. In practical units the factor 4π is k_s²/(−χ̄₀₀) = 180.95 eV Å, so the bare term is 180.95 × 0.04/4 = 1.8095 eV/Å⁴ along z, half that at 45° and zero in the plane. Screened, at q = 0.001 Å⁻¹ along z, its magnitude is qσ₂|φ| = 0.001 × 0.20 × 0.1707 = 3.41×10⁻⁵ eV/Å⁴.

At q = 0 the response and on-site terms give Φ = 0.931999 − 0.083058 = 0.84894 eV/Å⁴. A central difference of the self-consistent force gives 0.848942 eV/Å⁴, and the three extrapolated directions give the same. In the plane, Φ(q) − Φ(0) is −0.00973, −0.00246, −0.00062 and −0.00016 eV/Å⁴ at q = 0.4, 0.2, 0.1 and 0.05 Å⁻¹, falling about fourfold per halving. Along z it is −0.00373, −0.00094, −0.00004 and +0.00002 eV/Å⁴. It changes sign, so no single power of q describes that range. The cause is not examined here.

Q. What does it cost to drop the head and forget the shift?

A. For a displacement with δρ₀ = 0, the mean electron density changes by A per unit displacement, so the cell acquires a net charge density −A. Φ is too soft when dn̄/dμ > 0 and δε_F ≠ 0. Since V̄ = −vδρ, the δn-dependent part of Φ is L⟨V̄|δn⟩. The two schemes differ by δn^N − δn^μ = −δε_F χ̄|0⟩, and Hermiticity gives ⟨V̄|χ̄|0⟩ = A*. For δρ₀ = 0, (7) gives A = χ̄₀₀δε_F, real, so

Φ^N − Φ^μ = −L χ̄₀₀ δε_F²

In numbers, 4 × 0.032554 × 0.170668² = 0.003793 eV/Å⁴, and the direct fixed-μ value is 0.845149 eV/Å⁴, lower than Φ^N by 0.45 % of Φ^N in this model.

The cost vanishes when δε_F does. For δρ₀ = 0, (2) is the overlap of δV with n_F, which has the full symmetry of the crystal, so a δV odd under some symmetry operation gives zero. With sheet 2 at L/2 the cell has a mirror through that sheet, and the computed shift is of order 10⁻¹⁶ eV/Å. For a rigid translation, ⟨n_F|δV⟩ is a weighted sum of first-order eigenvalue shifts, each zero because translation leaves the spectrum unchanged. The computed value is of order 10⁻¹² eV/Å or below.

Q. Neutrality could be had more cheaply. Delete the intraband terms, and head and wings vanish at q = 0 without any shift.

A. They do vanish, since M⁰_mn = 0 for m ≠ n, but the operator is not χ^N. Suppose no degeneracies on the mesh, let w_j = −2f′(ε_j)/N_kΩ for each state j, and let x_j be the diagonal matrix element of a trial potential x. The intraband part of ⟨x|χ⁰|x⟩ is −Σ w_j|x_j|², while ⟨n_F|x⟩ = Σ w_j x_j and N_F = Σ w_j. Therefore

⟨x|χ^N − χ^inter|x⟩ = −Σ w_j|x_j|² + |Σ w_j x_j|²/Σ w_j

For monotone f all w_j ≥ 0, and the Cauchy–Schwarz inequality makes this ≤ 0. It is −N_F times the weighted variance of the level shifts near μ. The Fermi shift removes their mean, and electrons still move from levels that rise more than the mean to levels that rise less. In the model, keeping the terms between different subbands alone gives Φ = 0.9735 eV/Å⁴, 14.7 % above Φ^N.

Q. Where does the statement itself fail?

A. The proof needs 1 − χ⁰K̄ invertible and χ̄₀₀(0) ≠ 0, and form (2) needs N_F ≠ 0. The presence of states near μ does not guarantee these conditions. A non-monotone smearing function such as Methfessel–Paxton has w_j of both signs, so N_F can vanish. Even with monotone smearing a negative f_x can make 1 − χ⁰K̄ singular, as in a uniform gas dilute enough that f_xN_F = −1. That case spoils the route through χ̄, not the limit. At q = 0 and N_F ≠ 0 the pair (3), (4) is equivalent to δn = χ^N δV + δρ₀|n_F⟩/N_F, which has a unique solution whenever 1 − χ^N K̄ is invertible. Since the coefficients of the pair are analytic in q, φ → −δε_F then still follows. In the uniform gas (2) gives δε_F = δρ₀(1 + f_xN_F)/N_F and (3) gives φ = δn₀(1/χ⁰₀₀(q) − f_x) → −δε_F, and both vanish at that density. The treatment is static throughout and says nothing about q → 0 at fixed frequency.

The clear failure is an insulator with occupations 0 and 1. D is nonzero across the gap alone, where m ≠ n and M⁰_mn = O(q). Then χ⁰₀₀ = O(q²) and the wings are O(q). From χ̄ = χ⁰ + χ⁰K̄χ⁰ + χ⁰K̄χ̄K̄χ⁰, the head χ̄₀₀ is O(q²), since each term carries either χ⁰₀₀ or a G = 0 row and a G = 0 column of χ⁰. Likewise A = O(q). Both terms in the denominator of (6) are of order q², and for a displacement the numerator A − δρ₀ is analytic and vanishes at q = 0, so it starts as q·p with a constant vector p set by the effective charge. Wherever q·p ≠ 0, φ ∝ 1/q and a macroscopic electric field survives. When p vanishes, or q is perpendicular to it, the 1/q term is absent. With small finite smearing N_F is exponentially small but not zero, so the metallic limit returns formally, but q below k_s is not enough. For a displacement with q·p ≠ 0, the linear term of the numerator must also be small, |q·p| ≪ |χ̄₀₀(0)δε_F|. This bound on q scales as k_s² and lies far below k_s when the smearing is small.

For numbers, keep the same frozen potential along z, remove the in-plane motion, fill one band with the same mean density, place μ in the middle of the 3.39 eV gap at kT = 0.025 eV and use the Hartree kernel alone. Then −4πχ⁰₀₀/q² is 12.166 at q = 0.008 Å⁻¹ and 12.168 at 0.004 Å⁻¹, nearly constant, and Im φ goes from 234.15 to 468.31 eV/Å, doubling as q is halved.
